Restricted open-shell Kohn-Sham equations for an excited singlet, part 1

(Sections cited here and not found follow in the second part.)

1. The physical situation

A formaldehyde molecule absorbs light and one electron moves from the oxygen lone pair n into the antibonding π* orbital. The photon does not act on spin, so the state reached is a singlet with two singly occupied orbitals, called a and b below. We want its energy from a self-consistent calculation of the Kohn-Sham kind, with orbitals relaxed for this state and not borrowed from the ground state.

The obstacle is that an open-shell singlet is not one determinant. The determinant with an α electron in a and a β electron in b is half singlet and half triplet, while an approximate exchange-correlation functional takes as input the spin densities of one determinant. The restricted open-shell Kohn-Sham (ROKS) method combines the energies of two determinants so that the triplet part cancels, and makes that combination stationary with respect to one common set of orbitals. Each shell of orbitals then has its own Fock operator, and the question is how these can be merged into a single eigenvalue problem.

2. Conventions

Energies are in hartree (Eh). The spatial orbitals φ_p are real, orthonormal and shared by both spins. They fall into four shells X, ordered c < a < b < v: closed (occupation n_c = 2), the open orbitals a and b (n_a = n_b = 1), and virtual (n_v = 0). The shell of orbital q is X(q). All operators are real symmetric matrices in a finite orthonormal basis, and P_X = Σ_{q∈X} φ_q φ_q^T is the projector on shell X, so that P_X P_Y = δ_XY P_X and Σ_X P_X = 1. Two-electron integrals are (pq|rs) = ∫∫ φ_p(1)φ_q(1) r_12^(−1) φ_r(2)φ_s(2), with J_pq = (pp|qq) and K_pq = (pq|pq). The Coulomb and exchange matrices of a density matrix P are J[P]_pq = Σ_rs (pq|rs) P_rs and K[P]_pq = Σ_rs (pr|qs) P_rs.

The energy of a determinant with spin density matrices P^α, P^β and P = P^α + P^β is

E = E_nuc + Tr hP + ½ Tr P J[P] − (c_x/2) Σ_σ Tr P^σ K[P^σ] + E_xc[ρ_α, ρ_β]   (1)

with h the one-electron operator, c_x the fraction of exact exchange and E_xc the semilocal part of the functional. Hartree-Fock (HF) is the case c_x = 1, E_xc = 0. The quadratic forms Tr P J[Q] and Tr P K[Q] are symmetric in P and Q, so varying either factor gives the same contribution and the factors ½ cancel:

dE = Σ_σ Tr F^σ dP^σ,   F^σ = h + J[P] − c_x K[P^σ] + V_xc^σ   (2)

where V_xc^σ is the matrix of δE_xc/δρ_σ.

3. Spin purification

Let |0⟩ be the closed shells. Define

|M⟩ = a†_α b†_β |0⟩,   |M'⟩ = b†_α a†_β |0⟩,   |T⟩ = a†_α b†_α |0⟩.

T has M_S = 1 and is annihilated by the raising operator S_+, because the β electrons of the closed shells can only be raised into α spin orbitals that are already filled. It is therefore a pure triplet. The lowering operator S_− flips one open α spin at a time:

S_−|T⟩ = (a†_β b†_α + a†_α b†_β)|0⟩ = |M⟩ − |M'⟩,

where a†_β b†_α = −b†_α a†_β was used. Normalizing, and taking the orthogonal combination,

|T_0⟩ = (|M⟩ − |M'⟩)/√2,   |S⟩ = (|M⟩ + |M'⟩)/√2.

S is a singlet: S_+|S⟩ = (a†_α b†_α + b†_α a†_α)|0⟩/√2 = 0 and M_S = 0. Adding the two definitions gives

|M⟩ = (|S⟩ + |T_0⟩)/√2,   ⟨S²⟩_M = ½·0 + ½·2 = 1.   (3)

A spin-free Hamiltonian Ĥ commutes with the total spin. It does not connect S with T_0, and T_0 has the same expectation value as T. Hence E_M = ½(E_S + E_T), or

E_S = 2E_M − E_T.   (4)

The spin density matrices of the two determinants are

M:  P^α = P_c + P_a,  P^β = P_c + P_b
T:  P^α = P_c + P_a + P_b,  P^β = P_c.   (5)

Both have the total P = 2P_c + P_a + P_b, so the one-electron and Coulomb terms are equal in E_M and E_T. For the exchange term write X_YZ = Tr P_Y K[P_Z] and expand the quadratic forms:

M:  −½[(X_cc + 2X_ca + X_aa) + (X_cc + 2X_cb + X_bb)]
T:  −½[(X_cc + 2X_ca + 2X_cb + X_aa + X_bb + 2X_ab) + X_cc].

They differ only by −X_ab in T, and X_ab = (ab|ab) = K_ab. In HF, therefore,

E_M − E_T = K_ab,   E_S − E_T = 2K_ab ≥ 0,   (6)

where K_ab is non-negative because it is the Coulomb self-energy of the product φ_aφ_b.

Equation (4) is exact for expectation values of Ĥ, that is for the HF energy, and it needs the same orbitals in M and T. With a density functional it is an assumption, known as the sum method: the functional evaluated on M is taken to give the mean of the singlet and triplet energies. No theorem of ground-state density functional theory covers M. The reason for working with M and T and not with S itself is that S and T_0 have identical spin densities, ρ_α = ρ_β = ρ_c + ½(φ_a² + φ_b²), so a semilocal functional cannot tell them apart. M and T are told apart by the spin density ζ = ρ_α − ρ_β,

ζ_M = φ_a² − φ_b²,   ζ_T = φ_a² + φ_b².

Two limits behave as in HF. If a and b do not overlap, ζ_M = ±ζ_T in each region; a semilocal E_xc is unchanged when the spin labels are exchanged locally, so its contribution to the splitting vanishes, as K_ab does. For local exchange, −C(ρ_α^(4/3) + ρ_β^(4/3)) with C > 0, the convexity of x^(4/3) makes the energy density fall as |ζ| grows at fixed ρ; since |ζ_T| ≥ |ζ_M| everywhere, this term places T below M, the sign of (6).

4. Shell Fock operators

Apply (2) to each determinant and insert (5):

dE_M = Tr F_M^α (dP_c + dP_a) + Tr F_M^β (dP_c + dP_b)
dE_T = Tr F_T^α (dP_c + dP_a + dP_b) + Tr F_T^β dP_c.

Forming 2dE_M − dE_T and collecting the coefficient of each projector gives

dE_S = Σ_X Tr F_X dP_X   (7)

F_c = 2(F_M^α + F_M^β) − (F_T^α + F_T^β)
F_a = 2F_M^α − F_T^α
F_b = 2F_M^β − F_T^α
F_v = 0.   (8)

The choice F_v = 0 records that E_S does not contain P_v. The spin-independent part h + J[P] appears 4 − 2 = 2 times in F_c and 2 − 1 = 1 times in F_a and F_b, so it enters F_X with weight n_X. In HF, with K_X short for K[P_X], the exchange parts are −2(2K_c + K_a + K_b) + (2K_c + K_a + K_b) for F_c and −2(K_c + K_a) + (K_c + K_a + K_b) for F_a, so that

F_c = 2(h + J) − 2K_c − K_a − K_b
F_a = h + J − K_c − K_a + K_b
F_b = h + J − K_c − K_b + K_a.   (9)

The term −K_a in F_a removes the Coulomb self-interaction of a when F_a acts on φ_a. The term +K_b has the sign opposite to ordinary exchange: it is the singlet coupling, which raises the energy where the triplet coupling lowers it.

5. Stationarity conditions

The variations dP_X are not independent, since the orbitals must stay orthonormal. Every nearby orthonormal set is φ'_q = Σ_p φ_p (e^κ)_pq with κ real and antisymmetric; antisymmetry gives (e^κ)^T = e^(−κ), which is orthogonality. In the basis of the unrotated orbitals P_X is diagonal, with ones on shell X, and becomes e^κ P_X e^(−κ), so to first order dP_X = κP_X − P_Xκ. Then

Tr F_X dP_X = Σ_{q∈X} Σ_p (F_X)_qp κ_pq − Σ_{q∈X} Σ_p κ_qp (F_X)_pq = 2 Σ_{q∈X} Σ_p (F_X)_pq κ_pq,

where the symmetry of F_X and κ_qp = −κ_pq made the two sums equal. Summing over shells,

dE_S = 2 Σ_{p,q} ⟨p|F_X(q)|q⟩ κ_pq.

Each pair of orbitals occurs twice, once as κ_pq with F_X(q) and once as κ_qp = −κ_pq with F_X(p). Taking one κ_pq per pair as independent variable, with q in shell X and p in shell Y,

g_pq = ∂E_S/∂κ_pq = 2⟨p|F_X − F_Y|q⟩.   (10)

For X = Y this vanishes identically, as it must, because a rotation inside a shell leaves every projector unchanged. Four shells give six pairs, and stationarity means

⟨v|F_c|c⟩ = 0,  ⟨v|F_a|a⟩ = 0,  ⟨v|F_b|b⟩ = 0,
⟨a|F_c − F_a|c⟩ = 0,  ⟨b|F_c − F_b|c⟩ = 0,  ⟨b|F_a − F_b|a⟩ = 0,   (11)

for all closed orbitals c and virtual orbitals v. These are the ROKS conditions. They state that 2g_M = g_T, where g_M and g_T are the gradients of the two determinant energies; neither needs to vanish.

The same content follows from Lagrange multipliers. Vary E_S − Σ_pq ε_pq(⟨p|q⟩ − δ_pq) over the occupied orbitals. The constraint is symmetric in p and q, so ε is symmetric. With dP_X = δφ_q φ_q^T + φ_q δφ_q^T, equation (7) gives 2δφ_q^T F_X(q) φ_q, and the constraint term gives 2δφ_q^T Σ_p φ_p ε_pq, so

F_X(q) φ_q = Σ_{p occupied} φ_p ε_pq,   ε_pq = ε_qp.   (12)

Projecting (12) on a virtual orbital gives the first line of (11). Projecting on an occupied orbital p of shell Y gives ε_pq = ⟨p|F_X|q⟩, and exchanging the roles gives ε_qp = ⟨q|F_Y|p⟩ = ⟨p|F_Y|q⟩; the symmetry of ε is then the second line of (11). In a closed-shell problem ε is diagonalized by a rotation among occupied orbitals that leaves the energy alone. Here the elements of ε between different shells cannot be removed that way, because a rotation between shells changes E_S. Equation (12) is therefore not an eigenvalue problem.

6. The coupling operator

An eigenvalue problem is obtained by building an operator whose blocks between shells are the conditions (11). Choose any symmetric operator D, real shifts s_X and nonzero numbers λ_XY, and define

R = Σ_X P_X (D + s_X) P_X + Σ_{X<Y} λ_XY [ P_Y (F_X − F_Y) P_X + P_X (F_X − F_Y) P_Y ].   (13)

The two terms in the bracket are transposes of each other, so R is symmetric. Multiplying by P_Y on the left and P_X on the right and using P_X P_Y = δ_XY P_X leaves, for X < Y,

P_Y R P_X = λ_XY P_Y (F_X − F_Y) P_X,   that is   R_pq = λ_XY g_pq / 2.   (14)

Statement: E_S is stationary if and only if R, built from the current projectors, commutes with every P_X; the orbitals can then be chosen as eigenvectors of R.

Proof. Inserting Σ_Y P_Y = 1 gives R P_X − P_X R = Σ_{Y≠X} (P_Y R P_X − P_X R P_Y). Multiplying on the right by P_X and on the left by P_Y isolates P_Y R P_X, so the commutators vanish exactly when all blocks between different shells vanish. By (14) and λ_XY ≠ 0 this happens exactly when all g_pq vanish. If they do, R is block diagonal, each block P_X(D + s_X)P_X can be diagonalized by a rotation inside shell X, and such a rotation changes neither the projectors nor the F_X nor R; the rotated orbitals are eigenvectors of R. Conversely, if the orbitals that define R are its eigenvectors, then R_pq = 0 for all p ≠ q, in particular between shells, and g = 0.

In a non-orthogonal atomic basis with overlap matrix O and square coefficient matrix C, C^T O C = 1, put P_X = C_X C_X^T and let D and F_X be atomic-basis matrices. Each projector in (13) then carries an O on its outer side, for example O P_Y (F_X − F_Y) P_X O, and the shift term is s_X O P_X O. This matrix equals O C R_mo C^T O, with R_mo the matrix of R in the orbital basis. Multiplying by C and using C^T O C = 1 gives O C R_mo, so at the solution

R C = O C e   (15)

with e diagonal, e_p = ε_p + s_X(p) and ε_p = ⟨p|D|p⟩. These ε_p are diagonal elements of D and are not the multipliers of (12). Equation (15) is solved by iteration: build R, diagonalize, assign the eigenvectors to shells, repeat.

The proof used nothing about D, s_X or the values of λ_XY, so the set of stationary points does not depend on them. The numbers ε_p do depend on D and have no meaning independent of that choice. For instance, (8) gives

(F_a + F_b)/2 − F_c/2 = (F_M^α + F_M^β − F_T^α) − (F_M^α + F_M^β) + ½(F_T^α + F_T^β) = ½(F_T^β − F_T^α),   (16)

which is ½(K_a + K_b) in HF, so these two equally admissible choices of D differ in ε_a by ½(J_aa + K_ab). The proof also does not say which eigenvectors belong to which shell. With shifts s_X = s·(0, 1, 2, 3) for c, a, b, v and s large enough, the eigenvalues come in the order of the shells and the assignment is by energy.

A useful default follows from an independent-particle estimate. Suppose F_X ≈ n_X F̄ with one fixed operator F̄ having eigenvalues ε_p; by (8) F̄ = F_c/2 has the right weight. Then F_X − F_Y ≈ (n_X − n_Y)F̄, and λ_XY = 1/(n_X − n_Y) with D = F̄ and s = 0 makes R ≈ F̄, an ordinary Fock operator. This gives λ_cv = ½ and λ_ca = λ_cb = λ_av = λ_bv = 1. For the pair ab the rule fails since n_a = n_b: neither the size nor the sign of λ_ab follows from it.

The stationarity conditions for the spin-purified singlet energy have been merged into one eigenvalue problem, whose stationary points do not depend on D, the shifts or the nonzero values of λ_XY. What remains is the rotation between the two open orbitals, the choice of λ_ab and its effect on convergence, and the examples of formaldehyde and ethylene.
